# Bias Need Not Widen the Depletion Region of a Double Barrier

Two grains of an n-type ceramic meet at a boundary that has trapped electrons. The trapped charge repels the mobile electrons on both sides, leaving two layers of bare positive donors back to back. A voltage is now applied across the boundary and its small-signal capacitance is measured. Should the capacitance fall as the voltage rises?

## The belief and its appeal

The belief is that it must: bias widens a depletion region, and a wider region has a smaller capacitance. For a metal contact on a uniformly doped semiconductor under reverse bias this is right. If the zero-bias band bending is $\phi_b$, the depletion width at reverse bias $V$ is

$$w=\sqrt{\frac{2\varepsilon(\phi_b+V)}{eN}},$$

which grows with $V$. Here $e>0$ is the elementary charge, $N$ the donor density and $\varepsilon$ the permittivity.

The boundary seems to invite the same argument. One of its sides is reverse biased, takes up more than half of the voltage, and does widen. The other side is forward biased and looks like a minor correction.

What fails to carry over is the source of the balancing charge. When a metal contact uncovers more donors, the metal supplies the matching negative charge. A boundary whose trapped charge is fixed cannot do so. Every donor uncovered on one side must then be paid for by a donor covered on the other.

## Neutrality fixes the sum

Let the boundary lie at $x=0$ and carry $\sigma$ trapped electrons per area, hence a sheet charge $-e\sigma$. Both grains have the same field-independent permittivity and the same uniform, fully ionised doping $N$. The bias $V\geq0$ makes the right grain positive. In the depletion approximation the charge density is $+eN$ for $-w_1<x<0$ and $0<x<w_2$, and zero farther out.

The field vanishes in both grain interiors, so Gauss's law requires zero total charge:

$$eN(w_1+w_2)-e\sigma=0,\qquad w_1+w_2=\frac{\sigma}{N}\equiv W. \tag{1}$$

The voltage does not appear. With $\sigma$ and $N$ fixed, bias can change the division of $W$ but not $W$ itself.

To find the division, integrate $dE/dx=eN/\varepsilon$ on the right, with $E(w_2)=0$. This gives $E=-eN(w_2-x)/\varepsilon$. Since $E=-d\psi/dx$, the potential $\psi$ rises from the boundary to the right interior by

$$\phi_2=\int_0^{w_2}\frac{eN}{\varepsilon}(w_2-x)\,dx=\frac{eNw_2^2}{2\varepsilon}. \tag{2}$$

The mirror-image calculation on the left gives $\phi_1=eNw_1^2/(2\varepsilon)$. Both drops are counted upward from the boundary, so each is positive. An electron coming from grain $i$ meets a barrier of energy $e\phi_i$.

Equal doping gives no built-in potential difference between the interiors, so the potential difference between them is the bias:

$$V=\phi_2-\phi_1=\frac{eN}{2\varepsilon}(w_2^2-w_1^2)
=\frac{eN}{2\varepsilon}(w_2+w_1)(w_2-w_1).$$

By (1), $N(w_1+w_2)=\sigma$. Therefore $w_2-w_1=2\varepsilon V/(e\sigma)$. Adding this to and subtracting it from $w_2+w_1=W$, then halving, yields

$$w_2=\frac W2+\frac{\varepsilon V}{e\sigma},\qquad
w_1=\frac W2-\frac{\varepsilon V}{e\sigma}. \tag{3}$$

One edge advances as far as the other retreats. The depletion region slides across the boundary like a window of fixed width. The voltage grows because the centre of the positive charge, at $(w_2-w_1)/2$, moves away from the negative sheet; no additional donor charge is needed.

## The capacitance from its definition

Suppose the trapped charge does not follow the small ac signal either. A rise $dV$ withdraws electrons through the right contact and uncovers positive charge $dq=eN\,dw_2$ per area. The capacitance per area is, from (3),

$$C=\frac{dq}{dV}=eN\frac{dw_2}{dV}=eN\frac{\varepsilon}{e\sigma}
=\frac{\varepsilon N}{\sigma}=\frac{\varepsilon}{W}. \tag{4}$$

It is constant. The physical reason is that the ac charge appears at the two outer edges: $+dq$ at $w_2$ and $-dq$ at $-w_1$. These act as the plates of a capacitor with separation $W$. The fixed sheet between them contributes nothing to the change in field.

This $C$ describes the displacement current. Electrons crossing the barrier add a conductance in parallel. Traps that exchange electrons during the ac cycle would add a further response, which (4) leaves out.

## Where the left side collapses

The left width reaches zero when $\varepsilon V/(e\sigma)=W/2$. With $W=\sigma/N$ this happens at

$$V_c=\frac{e\sigma W}{2\varepsilon}=\frac{e\sigma^2}{2\varepsilon N}. \tag{5}$$

Equation (3) then becomes $w_{1,2}=(W/2)(1\mp V/V_c)$, the upper sign belonging to side 1. Inserting this into the drops gives

$$\phi_{1,2}=\phi_0\left(1\mp\frac{V}{V_c}\right)^2,\qquad
\phi_0=\frac{eNW^2}{8\varepsilon}=\frac{V_c}{4}. \tag{6}$$

As a check, $\phi_2-\phi_1=4\phi_0V/V_c=V$. A constant width therefore does not mean a constant barrier. The barrier $\phi_1$, which controls electrons flowing from left to right, falls steadily.

## A number

Take $\varepsilon=9\varepsilon_0$, $N=10^{17}\ \mathrm{cm^{-3}}$, $\sigma=1.8\times10^{12}\ \mathrm{cm^{-2}}$ and $T=300$ K. Then

$$W=\frac{1.8\times10^{12}}{10^{17}}\ \mathrm{cm}=1.8\times10^{-5}\ \mathrm{cm}=180\ \mathrm{nm}.$$

Equation (4) gives $C=44.27\ \mathrm{nF/cm^2}$, and (5) and (6) give $V_c=3.257$ V and $\phi_0=0.814$ V. At 1 V the edge displacement is $(W/2)(V/V_c)=90/3.257=27.6$ nm, so the widths are 62.4 and 117.6 nm.

The table comes from a numerical solution of Poisson's equation with Boltzmann electrons, which assumes no sharp depletion edge. Each $w_i$ is the net positive charge per area on its side divided by $eN$. The capacitance is the numerical derivative of the right-hand charge with respect to bias, at fixed $\sigma$.

| $V$ (V) | $w_1$ (nm) | $w_2$ (nm) | $\phi_1$ (V) | $C$ (nF/cm²) |
|---:|---:|---:|---:|---:|
| 0 | 90.0 | 90.0 | 0.840 | 44.27 |
| 1 | 62.4 | 117.6 | 0.417 | 44.27 |
| 2 | 34.7 | 145.3 | 0.147 | 44.24 |
| 2.5 | 21.0 | 159.0 | 0.068 | 43.88 |
| 3 | 7.5 | 172.5 | 0.019 | 42.65 |
| 3.283 | 0.0 | 180.0 | 0.000 | 41.65 |
| 5 | −41.1 | 221.1 | −0.059 | 35.30 |

Between 0 and 1 V the reverse-biased side widens by 31%. An observer who took that side for the whole device would expect its capacitance $\varepsilon/w_2$ to fall by the factor $90.0/117.6=0.77$. The capacitance of the double barrier does not change in the digits shown.

## Why thermal tails do not spoil the plateau

Real depletion edges are smeared over about a Debye length $\lambda=\sqrt{\varepsilon V_t/(eN)}$, where $V_t=kT/e$. Here $\lambda=11.3$ nm and $V_t=0.0259$ V. The smearing looks large enough to matter, yet it almost cancels.

Assume that each grain keeps a flat quasi-Fermi level up to the boundary. On one side let $u(x)$ be the band bending in volts, zero in the interior and $\phi_i$ at the boundary. The electron density is $Ne^{-u/V_t}$, and because $u$ has the opposite sign to the potential,

$$\frac{d^2u}{dx^2}=\frac{eN}{\varepsilon}\left(1-e^{-u/V_t}\right).$$

Multiply by $2\,du/dx$. The left side becomes the derivative of $(du/dx)^2$. Integrating from the interior, where $u$ and its slope vanish, to the boundary gives

$$\left(\frac{du}{dx}\right)^2_{x=0}=\frac{2eN}{\varepsilon}
\left[\phi_i-V_t\left(1-e^{-\phi_i/V_t}\right)\right].$$

Gauss's law sets the magnitude of this slope to $eN|w_i|/\varepsilon$, so

$$w_i^2=\frac{2\varepsilon}{eN}\left[\phi_i-V_t\left(1-e^{-\phi_i/V_t}\right)\right]. \tag{7}$$

When both barriers are many $V_t$ high, the exponentials are negligible. Each drop is then $V_t$ larger than the depletion formula says, which accounts for the tabulated 0.840 V at zero bias against $\phi_0=0.814$ V. But the bias is a difference of drops, and the two shifts cancel. Equation (3) survives, with $w_i$ in its charge-based meaning.

The remaining correction follows by differentiating (7):

$$2w_i\,dw_i=\frac{2\varepsilon}{eN}\left(1-e^{-\phi_i/V_t}\right)d\phi_i.$$

Solve for $d\phi_i$ and use $dV=d\phi_2-d\phi_1$. Neutrality still gives $dw_1=-dw_2$, so the two contributions add. With $C=eN\,dw_2/dV$,

$$\frac1C=\frac1\varepsilon\left[\frac{w_1}{1-e^{-\phi_1/V_t}}
+\frac{w_2}{1-e^{-\phi_2/V_t}}\right]. \tag{8}$$

The plateau is thus constant up to terms exponentially small in the barriers. At 2 V the capacitance is 0.07% below $\varepsilon/W$; at 2.5 V, where $\phi_1$ is only $2.6V_t$, it is 0.9% below. The collapse is rounded and begins before $V_c$.

## At and beyond collapse

Let $\phi_1\to0$. Expanding the exponential in (7) to second order gives $w_1^2=(2\varepsilon/eN)\,\phi_1^2/(2V_t)$, hence $w_1=\lambda\phi_1/V_t$. The denominator in (8) tends to $\phi_1/V_t$, so the first term in the bracket tends to $\lambda$, although $w_1$ itself vanishes. All the positive charge is now on the right, so $w_2=W$, and (7) gives $V=\phi_2=V_c+V_t$. Therefore

$$C=\frac{\varepsilon}{W+\lambda}=44.27\times\frac{180}{180+11.34}
=41.65\ \mathrm{nF/cm^2}, \tag{9}$$

which agrees with the table at 3.283 V.

At higher bias the right side must uncover more than $\sigma$ donors per area. Electrons accumulating on the left supply the extra negative charge, as the metal does in a metal contact. This is the meaning of the negative $w_1$. The net sum $w_1+w_2$ is still $W$, but the depletion region is now $w_2$ alone, and it widens.

For strong accumulation (7) gives $w_1^2\approx2\lambda^2e^{|\phi_1|/V_t}$, so $|\phi_1|$ grows only logarithmically with the accumulated charge. The left term in (8) tends to $2\lambda^2/|w_1|$ and dies away. What remains is $C\to\varepsilon/\sqrt{2\varepsilon V/(eN)}$. At 5 V this limit is $35.73\ \mathrm{nF/cm^2}$, about 1% above the full solution. The familiar widening returns once the forward side has gone. This branch is an electrostatic idealisation, because a boundary without a forward barrier would conduct strongly.

## Two ways to break the rule

**Unequal doping.** Let the left and right grains have donor densities $N_1$ and $N_2$, with the boundary charge still fixed. Neutrality now reads $N_1w_1+N_2w_2=\sigma$, so $dw_1=-(N_2/N_1)\,dw_2$. The added charge $dq=eN_2\,dw_2$ changes the drops by $d\phi_2=w_2\,dq/\varepsilon$ and $d\phi_1=-w_1\,dq/\varepsilon$. Any built-in potential is constant and drops out of $dV$. Hence $dV=(w_1+w_2)\,dq/\varepsilon$, and $C=\varepsilon/(w_1+w_2)$ still holds. The total width, however, changes:

$$\frac{d(w_1+w_2)}{dV}=\left(1-\frac{N_2}{N_1}\right)\frac{C}{eN_2}
=\frac Ce\left(\frac1{N_2}-\frac1{N_1}\right). \tag{10}$$

If the reverse-biased grain is the more lightly doped, the region widens. If it is the more heavily doped, the region narrows and the capacitance rises. With doping of $10^{17}$ and $2\times10^{17}\ \mathrm{cm^{-3}}$ and the same $\sigma$, the total is 126.9 nm at zero bias; this and the next two values include the built-in potential $(kT/e)\ln2=18$ mV, without which they are 0.3 to 0.4 nm larger. At 1 V it is 145.2 nm with the lighter grain reverse biased, and 105.5 nm with the heavier. Even the direction of the change is not settled by the word "bias".

**Growing boundary charge.** Return to equal doping, but let the boundary trap more electrons as the dc bias rises, just enough to hold $\phi_1$ at its zero-bias value. Then $w_1$ stays at $W/2$. In the depletion model the right drop is $\phi_0+V$, so $w_2=(W/2)\sqrt{1+V/\phi_0}$. Neutrality requires

$$\sigma(V)=N(w_1+w_2)=\frac{\sigma(0)}2\left(1+\sqrt{1+\frac V{\phi_0}}\right). \tag{11}$$

At 1 V the bracket is $1+\sqrt{1+1/0.814}=2.49$, and the charge has grown by a factor 1.25. The width becomes 224 nm. If the traps are too slow to follow the ac signal, the capacitance is $35.5\ \mathrm{nF/cm^2}$, 20% below the fixed-charge value. The numerical solution confirms that this added charge restores the barrier to 0.840 V.

Well below collapse, and provided the permittivity does not depend on field, a falling capacitance is therefore evidence about the boundary charge or the doping, not an automatic consequence of bias. The proviso matters in titanate ceramics. If $E=D/\varepsilon+\beta D^3$ with $\beta>0$, the same steps give $1/C=W/\varepsilon+\beta(eN)^2(w_1^3+w_2^3)$, which grows as the region slides off centre, so $C$ falls under either polarity even at fixed charge and equal doping. Deep donors in the grains, which the assumption of full ionisation leaves out, are a possible cause only in a narrower case. While both barriers stand well above the donor depth, uniform deep donors are ionised up to a fixed distance from each depletion edge, so neutrality again fixes the total width and the capacitance stays constant. It can fall when the forward barrier drops to about that depth, provided the donors follow the ac signal: those on the forward side then stop responding. Reversing the polarity helps to separate unequal doping from a growing boundary charge. Exchanging $N_1$ and $N_2$ reverses the sign of (10), whereas a symmetric boundary that fills equally under either polarity has the same capacitance at $+V$ and $-V$. An even response does not by itself prove filling, however. A field-dependent permittivity is even too, and so is a doping graded symmetrically about the boundary: in the depletion model, a profile $N(1+e^{-|x|/60\ \mathrm{nm}})$ with fixed charge and a 0.81 V zero-bias barrier lowers $C$ by 1.6% at both $+1$ and $-1$ V.

## How much of the plateau could be seen

The example lies in the regime of a ceramic varistor boundary: a barrier of roughly 0.8 eV and a switching voltage of roughly 3 V per boundary. That this is close to $V_c$ does not make the fixed-charge collapse the cause of varistor switching. Its doping is towards the low end of a rough range of $10^{17}$ to $10^{18}\ \mathrm{cm^{-3}}$. The assumption that such devices are generally understood to break is fixed charge, since filling of boundary states helps to sustain their barrier. The pinned case above shows the size of the effect: 20% in $C$ at 1 V.

How few available states would keep the charge fixed? Between 0 and 1 V the barrier falls by $0.840-0.417=0.423$ V. If the boundary states equilibrate with the left grain, they sink by that energy relative to its Fermi level. Limiting the added charge to 1% of $\sigma$ requires a density of empty states below about $0.01\times1.8\times10^{12}/0.423\approx4\times10^{10}\ \mathrm{cm^{-2}\,eV^{-1}}$. This estimate ignores the partial recovery of the barrier as the states fill.

Leakage is the next limit. For a Maxwellian distribution of electrons with effective mass $m$, the flux fast enough to cross from the left is

$$N\sqrt{\frac{m}{2\pi kT}}\int_{v_0}^{\infty}v\,e^{-mv^2/2kT}dv
=N\sqrt{\frac{kT}{2\pi m}}\,e^{-\phi_1/V_t},\qquad \frac{mv_0^2}{2}=e\phi_1.$$

The return flux contains $\phi_2=\phi_1+V$ instead. Subtracting it gives the current density

$$J=eN\sqrt{\frac{kT}{2\pi m}}\,e^{-\phi_1/V_t}\left(1-e^{-V/V_t}\right). \tag{12}$$

With $m=0.3$ electron masses, $J$ is about $8\times10^{-3}\ \mathrm{A/cm^2}$ at 1 V but $3\times10^2\ \mathrm{A/cm^2}$ at 2 V. At a measuring frequency of 1 MHz the leakage conductance $dJ/dV$ equals $2\pi fC$ at 1.08 V; at 400 K, with the same $\sigma$ and $N$, it does so at 0.74 V. In this model the plateau is thus readily measurable at 1 MHz up to about 1 V at room temperature, well short of collapse.

A semiclassical estimate of tunnelling near the barrier top doubles the leakage; the exact one-dimensional transmission, which includes reflection at the cusp, gives a factor of about 1.8. At 1.08 V, (6) makes $\ln J$ rise by about $(1-V/V_c)/(2V_t)=13$ per volt, so this doubling lowers the limit by only about $\ln2/13=0.05$ V. Equation (12) also ignores scattering inside the barrier; with a mobility of $100\ \mathrm{cm^2/Vs}$, slow transport through the two depletion layers would reduce the leakage by about 40% at 1 V. Randomly placed donors and trapped electrons make the barrier uneven. At the same mean height, its low spots raise the leakage and lower the limit further, by an amount not estimated here. The assumed permittivity matters too. If it is 10% larger, as it might be along another crystal direction, $C$ rises by 10%, $V_c$ falls to 2.96 V and the zero-bias leakage conductance grows about 18-fold. A 10% larger mass lowers the thermionic leakage (12) by 5%, or by about 7% once the tunnelling estimate is included.

Nearer to collapse other assumptions weaken. By (12), the heating at 2 V is about $500\ \mathrm{W/cm^2}$ of boundary, and a 10 µm grain with mobility $100\ \mathrm{cm^2/Vs}$ drops a further 0.17 V. The mean donor spacing, 21.5 nm, equals $w_1$ at 2.48 V, so a smooth donor charge is then a poor picture of the left side. An electron crossing without losses would gain 1.4 eV on the reverse side at 1 V, but 3.3 eV at collapse. The latter is comparable with the band gap of a wide-gap oxide, taken roughly as 3.3 eV, so impact ionisation cannot be dismissed there. The peak field rises from 0.24 MV/cm at 1 V to 0.36 MV/cm at collapse. Boltzmann statistics are not the weak point: the doping is 2.4% of the effective density of states.

These limits restrict where the plateau can be observed. They do not restore the original inference. Well below collapse, the fixed-charge, equally doped boundary responds to bias by moving its depletion region, and a measured change of capacitance calls for a cause that (1) does not contain.

## Table of computed values

```
inputs: eps_r 9.0, T 300 K, mass 0.30 m_e
doping 1.00e+17 cm^-3, boundary density 1.80e+12 cm^-2
boundary charge magnitude 0.2884 uC/cm2
total width W 180.00 nm, Debye length 11.34 nm
thermal voltage 0.02585 V
zero-bias barrier, depletion model 0.8143 V
collapse bias Vc 3.2571 V
plateau capacitance eps/W 44.271 nF/cm2
Poisson-Boltzmann: negative w1 means electron accumulation
V 0.000 V: w1 90.00 nm, w2 90.00 nm, barrier 0.8401 V, C 44.271 nF/cm2
V 0.500 V: w1 76.18 nm, w2 103.82 nm, barrier 0.6093 V, C 44.271 nF/cm2
V 1.000 V: w1 62.37 nm, w2 117.63 nm, barrier 0.4169 V, C 44.271 nF/cm2
V 1.500 V: w1 48.55 nm, w2 131.45 nm, barrier 0.2628 V, C 44.270 nF/cm2
V 2.000 V: w1 34.74 nm, w2 145.26 nm, barrier 0.1471 V, C 44.242 nF/cm2
V 2.500 V: w1 20.97 nm, w2 159.03 nm, barrier 0.0682 V, C 43.877 nF/cm2
V 3.000 V: w1 7.45 nm, w2 172.55 nm, barrier 0.0191 V, C 42.652 nF/cm2
V 3.283 V: w1 -0.00 nm, w2 180.00 nm, barrier -0.0000 V, C 41.647 nF/cm2
V 4.000 V: w1 -18.01 nm, w2 198.01 nm, barrier -0.0325 V, C 38.842 nF/cm2
V 5.000 V: w1 -41.11 nm, w2 221.11 nm, barrier -0.0591 V, C 35.299 nF/cm2
formula C at flat left side 41.647 nF/cm2
one-sided depletion formula at 5 V 35.731 nF/cm2
reverse side heavier (2:1): total width 126.93 nm at 0 V, 105.54 nm at 1 V
reverse side lighter (2:1): total width 126.93 nm at 0 V, 145.21 nm at 1 V
pinned barrier at 1 V: barrier 0.8401 V, width 224.34 nm
pinned barrier at 1 V: C 35.521 nF/cm2, extra electrons 4.43e+11 cm^-2
state density that changes the charge by 1% at 1 V, estimate: 4.25e+10 cm^-2 eV^-1
at 0.5 V: leakage 4.568e-06 A/cm2, crossover frequency 2.689e+02 Hz
at 1.0 V: leakage 7.808e-03 A/cm2, crossover frequency 3.762e+05 Hz
at 2.0 V: leakage 2.654e+02 A/cm2, crossover frequency 7.122e+09 Hz
at 1.0 V: grain drop 4.873e-06 V, heating 7.808e-03 W/cm2
at 2.0 V: grain drop 1.656e-01 V, heating 5.308e+02 W/cm2
grain inputs: length 10 um, mobility 100 cm2/Vs
bias where leakage equals 1 MHz displacement at 300 K: 1.077 V
bias where leakage equals 1 MHz displacement at 400 K: 0.740 V
tunnelling multiplies leakage by 2.08 near 0 V, 1.97 at 1 V
degeneracy ratio N/Nc 0.0243
mean donor spacing 21.54 nm, equals w1 at 2.477 V
peak field: 0.237 MV/cm at 1 V, 0.362 MV/cm at collapse
reverse-side energy drop: 1.417 eV at 1 V, 3.283 eV at collapse
rough band gap for comparison 3.3 eV
10% larger mass multiplies leakage by 0.953
10% larger permittivity: Vc 2.961 V, zero-bias leakage factor 17.5
```
